# Footprint and bare surface when two hemispherical islands merge

## Problem

In the early cycles of an atomic layer deposition process, the deposit may form separate islands instead of a closed film. Two equal islands, each a hemisphere of radius $R$ resting on its flat face, have grown until they touch at one point of the substrate. They merge and relax into a single hemisphere, with no material added or lost.

The footprint of an island is the substrate area it covers. Take the substrate to be flat and uniform, the surface energy $\gamma$ of the deposit to be the same in all directions, the edge of each island to be free to move, and the equilibrium contact angle, measured through the deposit, to be $90^\circ$ throughout.

1. Find the radius $R'$ of the merged island and the fractional change of the combined footprint.
2. Find how much old footprint is uncovered and how much bare ground is newly covered.
3. Find the surface energy released, and show that a hemisphere has the lowest energy among spherical caps of the same volume.
4. Deposition then resumes on the island, adding a layer of thickness $g$ per cycle. After how many cycles is the original combined footprint regained?
5. Evaluate the results for $R=2$ nm, $\gamma=15$ eV/nm², $g=0.05$ nm and $T=550$ K. Judge whether relaxation can finish within a 10 s cycle.

The algebra holds in any consistent units, atomic units included. The numbers are in nm, eV, s and K.

## Hints

**Hint 1.** Volume is conserved, and area is not. Write both as powers of the radius.

**Hint 2.** Use mirror symmetry to locate the centre of the new footprint. Its overlap with an old footprint is made of two circular segments, and each segment is a sector minus a triangle.

**Hint 3.** Covering the substrate also costs or gains energy. Young's equation tells you what becomes of that term at $90^\circ$. For the comparison of caps, use $c=\cos\theta$ as the variable and differentiate logarithms at fixed volume.

**Hint 4.** The volume added in a thin layer is the free surface area times the layer thickness.

**Hint 5.** Atoms diffuse along the surface from bumps to hollows. Find how fast a shallow ripple $\cos qx$ decays, then take $1/q$ equal to the island radius as a rough length scale.

## Solution

### 1. Radius and footprint

At height $z$, a hemisphere has a circular section of area $\pi(R^2-z^2)$. Its volume is therefore

$$V_1=\int_0^R\pi(R^2-z^2)\,dz=\pi\left(R^3-\frac{R^3}{3}\right)=\frac{2\pi}{3}R^3 .$$

Equating the volume of the merged island to that of the pair gives

$$\frac{2\pi}{3}R'^3=2\cdot\frac{2\pi}{3}R^3
\quad\Rightarrow\quad R'^3=2R^3
\quad\Rightarrow\quad R'=2^{1/3}R .$$

The two old footprints touch at a point and do not overlap, so their areas add to $A_{\rm old}=2\pi R^2$. The new footprint is $A'=\pi R'^2=2^{2/3}\pi R^2$. Hence

$$\frac{A'}{A_{\rm old}}=\frac{2^{2/3}}{2}=2^{-1/3}=0.7937,
\qquad
1-\frac{A'}{A_{\rm old}}=0.2063 .$$

The combined footprint shrinks by 20.6 percent, whatever the value of $R$. The merged island is taller by the factor $2^{1/3}$, so the same volume stands on less ground.

Two other cases put this number in context. If $N$ equal islands end as one, then $R'=N^{1/3}R$, and the footprint ratio is $N^{2/3}/N=N^{-1/3}$. The loss grows with $N$.

If two unequal hemispheres merge, let $x$ be the fraction of the total volume in the first. Footprints scale as volume to the power $2/3$, so

$$\frac{A'}{A_{\rm old}}=\frac{1}{x^{2/3}+(1-x)^{2/3}} .$$

The denominator is a concave function, symmetric about $x=1/2$, and is largest there. Equal islands therefore give the largest fractional loss for a pair. The loss tends to zero when one island is very small.

### 2. Where the bare surface appears

Place the contact point at the origin and the old centres at $(-R,0)$ and $(R,0)$. The starting shape is unchanged by reflection in the line through the centres and by reflection in the line midway between them. On a uniform substrate, relaxation without random drift keeps both symmetries, so the new footprint is centred on the origin.

The edge of the new disk is $x^2+y^2=R'^2$. The edge of the left old disk is $(x+R)^2+y^2=R^2$, or $x^2+y^2=-2Rx$. The two edges cross where

$$x=-\frac{R'^2}{2R}.$$

The common chord thus lies at distance $R'^2/(2R)$ from the new centre and $R-R'^2/(2R)$ from the old one. Seen from the old and new centres, it has half-angles $\alpha$ and $\beta$ with

$$\cos\alpha=1-\frac{R'^2}{2R^2},\qquad \cos\beta=\frac{R'}{2R}.$$

Half the chord has length

$$y_0=\sqrt{R'^2-\frac{R'^4}{4R^2}}=\frac{R'}{2R}\sqrt{4R^2-R'^2}.$$

The sectors have areas $R^2\alpha$ and $R'^2\beta$. The triangles to be subtracted have areas $y_0$ times the two chord distances, and those distances add to $R$. The overlap with one old disk is therefore

$$L=R^2\alpha+R'^2\beta-\frac{R'}{2}\sqrt{4R^2-R'^2}.$$

By symmetry the other old disk has the same overlap. The area uncovered is $A_{\rm old}-2L$, and the area newly covered is $A'-2L$. Their difference is

$$(A_{\rm old}-2L)-(A'-2L)=A_{\rm old}-A'=2\pi R^2\left(1-2^{-1/3}\right).$$

The 20.6 percent is thus a net figure. More ground than this is uncovered, at the far ends of the pair, while some bare ground beside the contact point is buried.

### 3. Energy released, and why a hemisphere

Let $S$ be the free surface of an island and $A$ its footprint. Covering the substrate replaces its bare surface energy $\gamma_s$ by the interface energy $\gamma_i$. Measured from the bare substrate, the energy is

$$E=\gamma S+(\gamma_i-\gamma_s)A .$$

Young's equation for the equilibrium angle $\theta_0$ is $\gamma_s=\gamma_i+\gamma\cos\theta_0$, so $E=\gamma S-\gamma A\cos\theta_0$. At $\theta_0=90^\circ$ the second term vanishes, and $E=\gamma S$. A hemisphere has $S=2\pi R^2$, which gives

$$\Delta E=\gamma\left(4\pi R^2-2\pi R'^2\right)
=4\pi\gamma R^2\left(1-2^{-1/3}\right).$$

This is positive: energy is released. In this model the reopening of the substrate costs nothing by itself, and the gain comes from the smaller free surface.

Now consider a cap of contact angle $\theta$ cut from a sphere of radius $\rho$, with $c=\cos\theta$. Its height is $h=\rho(1-c)$. At depth $s$ below its top, the squared section radius is $2\rho s-s^2$, so

$$V=\pi\int_0^h(2\rho s-s^2)\,ds=\pi\left(\rho h^2-\frac{h^3}{3}\right)
=\frac{\pi\rho^3}{3}(2+c)(1-c)^2 .$$

Rings of area $2\pi\rho^2\sin t\,dt$, added from $t=0$ to $\theta$, give $S=2\pi\rho^2(1-c)$. The footprint is $A=\pi\rho^2\sin^2\theta=\pi\rho^2(1-c^2)$.

At fixed volume, $d\ln V/dc=0$, which means

$$3\frac{d\ln\rho}{dc}=\frac{2}{1-c}-\frac{1}{2+c}
=\frac{3(1+c)}{(1-c)(2+c)} .$$

Using this in $\ln S$ gives

$$\frac{d\ln S}{dc}=\frac{2(1+c)}{(1-c)(2+c)}-\frac{1}{1-c}
=\frac{c}{(1-c)(2+c)} .$$

The slope is negative for $c<0$, zero at $c=0$ and positive for $c>0$. The free surface, and with it the energy, is therefore least at $\theta=90^\circ$. This compares spherical caps with one another; it says nothing about faceted shapes.

The same step for the footprint gives

$$\frac{d\ln A}{dc}=\frac{2(1+c)}{(1-c)(2+c)}-\frac{2c}{1-c^2}
=\frac{2}{(1-c^2)(2+c)} ,$$

which equals 1 at $c=0$. Dividing the two slopes and using $S/A=2/(1+c)$, we find

$$\left(\frac{dS}{dA}\right)_V=\frac{S}{A}\cdot\frac{c(1+c)}{2}=c .$$

These two results also serve for the thermal estimate and the variations below.

### 4. Regaining the footprint

Suppose that deposition coats the island evenly, that its edge keeps the $90^\circ$ angle, and that nothing nucleates on the bare ground. With $r$ the current radius and $n$ the number of cycles, treated as continuous, the added volume obeys

$$\frac{d}{dn}\left(\frac{2\pi}{3}r^3\right)=2\pi r^2\frac{dr}{dn}=2\pi r^2g
\quad\Rightarrow\quad \frac{dr}{dn}=g .$$

The old combined area is regained when $\pi r^2=2\pi R^2$, or $r=\sqrt2\,R$. Starting from $r=2^{1/3}R$, this takes

$$n=\frac{(\sqrt2-2^{1/3})R}{g}.$$

### 5. Numbers and their meaning

For $R=2$ nm the merged radius is $1.2599\times2=2.52$ nm. The footprints are

$$A_{\rm old}=2\pi(2)^2=25.13\ \text{nm}^2,\qquad
A'=0.7937\times25.13=19.95\ \text{nm}^2 .$$

The net reopened area is $25.13-19.95=5.18$ nm², or 518 Å². The lens formula gives $L=7.18$ nm². About $25.13-14.36\approx10.8$ nm² of old footprint is uncovered, while $19.95-14.36\approx5.6$ nm² of bare ground is buried. The gross uncovered area is thus about twice the net gain.

The energy released is $2\gamma$ times the net area, $2\times15\times5.18\approx155$ eV. With $kT=0.0474$ eV, this is about $3300\,kT$. The final state is strongly favoured, but this does not tell us how soon it is reached.

The lost area is regained after $(1.4142-1.2599)\times2/0.05\approx6.2$ cycles, that is, during the seventh. It is not all the same ground: the island then reaches 2.83 nm from its centre, while the old pair reached 4 nm. The far ends are covered again only when $r=2R$, after $(2-1.2599)\times2/0.05\approx30$ cycles.

**Thermal motion.** Since $dS/dA=c$ and $dc/dA=1/A$ at $c=0$, the energy near the hemisphere is

$$E\approx E_0+\frac{\gamma}{2A'}(\delta A)^2 .$$

Classical equipartition gives this quadratic term the mean value $kT/2$, so $\langle(\delta A)^2\rangle=kTA'/\gamma$. The relative spread of the footprint is

$$\sqrt{\frac{kT}{\gamma A'}}=\sqrt{\frac{0.0474}{15\times19.95}}\approx1.3\ \text{percent}.$$

This covers uniform widening and narrowing of a round cap, not ripples of its edge. It is small beside 20.6 percent.

**Relaxation time.** Let $h(x,t)$ be the height of a shallow ripple. Its curvature is $\kappa=-\partial_x^2h$, and an atom of volume $\Omega$ on it has the extra chemical potential $\mu=\gamma\Omega\kappa$. With surface site density $\nu$ and mass-transport diffusivity $D$, the atom flux is $J=-(D\nu/kT)\,\partial_x\mu$. Conservation of volume then gives

$$\partial_th=-\Omega\,\partial_xJ=B\,\partial_x^2\kappa=-B\,\partial_x^4h,
\qquad B=\frac{D\nu\gamma\Omega^2}{kT}.$$

A ripple $\cos qx$ decays at the rate $Bq^4$. Setting $q=1/R'$ gives the time scale $t=R'^4/B$. A merger is far from a shallow ripple, so this is only a rough scale. For a smooth, isotropic surface it errs on the long side: with a free $90^\circ$ edge, a slight elongation of the final hemisphere dies out at the rate $24B/R'^4$. The fourth power also makes it sensitive to the length chosen: a ripple of wavelength $2R'$, with $q=\pi/R'$, would decay $\pi^4\approx97$ times faster.

Take $\Omega=0.015$ nm³, $\nu=15$ nm⁻² and $D=D_0e^{-Q/kT}$ with $D_0=10^{11}$ nm²/s. The barrier $Q$ includes both making a mobile atom and moving it, and here it means the effective value on an island of this size. The curvature of a sphere is $2/R'$, so an atom on the island has a chemical potential $2\gamma\Omega/R'\approx0.18$ eV above that on a flat surface. This makes mobile atoms about $e^{0.18/kT}\approx43$ times as dense, so a barrier known for a flat surface must first be lowered by 0.18 eV. For $Q=1.0$ eV, $D=68.7$ nm²/s and

$$B=\frac{68.7\times15\times15\times(0.015)^2}{0.0474}\approx73\ \text{nm}^4/\text{s},
\qquad t\approx0.55\ \text{s}.$$

Relaxation then fits well within a 10 s cycle. For $Q=1.3$ eV the same formulas give $t\approx310$ s, or 31 cycles. The actual merger may be several times faster, but even five cycles would add 0.25 nm to a radius of 2.5 nm. That raises the volume by about a third, and the constant-volume premise is then poor. If 1.3 eV were instead the barrier of a flat surface, the correction above would shorten the time scale to about 7 s, less than one cycle. Because of the uncertain length scale and barrier, the verdict for 1.3 eV is less secure than the one for 1.0 eV. The ratio of the two times, $e^{0.3/kT}\approx560$, does not depend on that length: a modest change of barrier can move relaxation from well within a cycle to several cycles or more.

**Comparison with a real process.** The parameters lie in the rough regime of platinum islands grown on an oxide: a surface energy near 15 eV/nm², a temperature near 550 K and growth near 0.05 nm per cycle. The barriers and $D_0$ are illustrative choices, not measured values. Each starting island holds $16.76/0.015\approx1100$ atoms, so a smooth surface is an idealization, and real metal islands can be faceted; 550 K is only about a quarter of the melting point of platinum. The $R'^4/B$ time scale assumes a rounded surface. On a faceted island the reshaping can be limited by the nucleation of new layers on the facets and be much slower, so the times above apply to the smooth model only. Adsorbed species can change both $\gamma$ and $D$. Defects can pin the edge: if the whole original edge stays pinned, no footprint is lost. The contact angle also need not be $90^\circ$. With $W=\gamma+\gamma_s-\gamma_i$ the work of adhesion, Young's equation reads $\cos\theta_0=W/\gamma-1$, so $90^\circ$ requires $W=\gamma$, here 2.4 J/m², and weaker adhesion gives a larger angle. The first variation shows how the angle affects the result.

## Variation 1: another contact angle

**Question.** What happens if the contact angle is not $90^\circ$?

**The same angle before and after.** At fixed $\theta$, all caps are similar. Their volumes scale as $\rho^3$ and their footprints as $\rho^2$. Doubling the volume multiplies the footprint of one island by $2^{2/3}$, and the ratio to the pair is again $2^{-1/3}$. The loss remains 20.6 percent for any $\theta$ strictly between $0$ and $180^\circ$. Above $90^\circ$ the islands bulge beyond their footprints and first touch above the substrate, so the overlap construction of part 2 no longer applies as written.

**A changed angle.** Suppose the pair starts as hemispheres, but the merged island settles at another angle $\theta$, for instance because the surface chemistry has changed. Volume conservation gives

$$\frac{\pi\rho^3}{3}(2+c)(1-c)^2=\frac{4\pi}{3}R^3
\quad\Rightarrow\quad
\rho^3=\frac{4R^3}{(2+c)(1-c)^2}.$$

Dividing $A=\pi\rho^2(1-c^2)$ by $2\pi R^2$ gives

$$\frac{A}{A_{\rm old}}=\frac{1-c^2}{2}\left[\frac{4}{(2+c)(1-c)^2}\right]^{2/3}.$$

At $c=0$ this returns $2^{-1/3}$. At $80^\circ$ the loss is 6.1 percent, and at $100^\circ$ it is 33.9 percent. The reason for this sensitivity is $d\ln A/dc=1$: ten degrees changes $c$ by about 0.17, and so changes the final footprint by roughly 17 percent of itself.

Solving $A=A_{\rm old}$ numerically gives $\theta=76.1^\circ$. Since $A$ increases with $c$ at fixed volume, a smaller final angle makes the footprint grow. For these starting hemispheres, bare surface is gained on balance if the final angle exceeds about $76^\circ$.

## Variation 2: energy of the island edge

**Question.** Suppose the edge of an island costs an energy $\tau$ per unit length. How does this change the loss for the same two volumes, if the islands are in equilibrium before and after merging?

**Solution.** For footprint radius $a$, the added energy is $2\pi a\tau$. Since $A=\pi a^2$, we have $dA=2\pi a\,da$, and the derivative of the added energy with respect to $A$ is $\tau/a$. With $dS/dA=c$, equilibrium requires

$$\gamma\cos\theta+\frac{\tau}{a}=0
\quad\Rightarrow\quad \cos\theta=-\frac{\tau}{\gamma a}.$$

A positive $\tau$ pulls the edge inward and raises the contact angle, more strongly for a small island. Take $\tau=1$ eV/nm as a rough value. Minimizing the total energy numerically at each volume gives $91.9^\circ$ before merging and $91.5^\circ$ after.

To first order in $\tau$, the radii on the right may be replaced by $R$ and $R'$. Because $d\ln A/dc=1$, the logarithm of the footprint ratio changes by

$$-\frac{\tau}{\gamma R'}+\frac{\tau}{\gamma R}
=\frac{\tau}{\gamma R}\left(1-2^{-1/3}\right)
=\frac{0.2063}{30}\approx0.007 .$$

The ratio rises from 0.794 to about 0.799, and the loss falls to about 20.1 percent. The numerical minimization gives the same rounded value. The starting islands are drawn in more than the merged one, so there is slightly less footprint to lose. For these parameters the edge energy matters far less than a ten-degree change of final angle.

Numerical values quoted here were computed with a short program.
